# The Mead-Truhlar vector potential and the molecular Aharonov-Bohm effect, part 1

(Sections cited here and not found follow in the second part.)

The usual Born-Oppenheimer recipe gives the wrong spectrum when the nuclei can travel round a single conical intersection, or any odd number of them, even if they never come near one. Take the lower sheet of a linear $E\otimes e$ Jahn-Teller system, a circular trough in the plane of two vibrational coordinates. The recipe solves the nuclear Schrödinger equation on this sheet with single-valued functions $e^{im\phi}$ and integer $m$. For the parameters of the example at the end of this section it predicts, with the diagonal correction $D$ derived below added to the sheet, a single ground level and excitations at 3.035, 3.035, 11.937 and 11.937 cm$^{-1}$. Exact diagonalization of the two-state problem gives a doubly degenerate ground level and excitations at 6.009, 6.009, 17.651 and 17.651 cm$^{-1}$. The upper surface lies $1.28\times10^{-2}\,E_h$ above the trough, about a thousand times the rotational constant, so transitions between surfaces cannot be the cause. The fault is in the boundary condition on the nuclear function.

### Model and adiabatic states

Hartree atomic units are used. Two nuclear coordinates $(x,y)=\rho(\cos\phi,\sin\phi)$ carry mass $M$, with $\mathbf p=-i\nabla$ and $L=-i\partial_\phi$. Two electronic states are kept, in a diabatic basis that is real, smooth and single-valued in the region of interest, and whose own derivative couplings are neglected. With no magnetic field and no spin-orbit coupling the electronic matrix is real and symmetric, so $\sigma_y$ cannot appear:

$$H=\frac{p^2}{2M}+H_{\rm el},\qquad H_{\rm el}=V_0+|W|\,(\cos\alpha\,\sigma_z+\sin\alpha\,\sigma_x),\qquad W=|W|e^{i\alpha}. \tag{1}$$

The complex function $W(x,y)$ collects the two real couplings. The linear $E\otimes e$ model has $W=F\rho e^{i\phi}$ and $V_0=\tfrac12M\omega^2\rho^2$, so $\alpha=\phi$.

Define the real rotation

$$U(\alpha)=e^{-i\sigma_y\alpha/2}=\begin{pmatrix}c&-s\\ s&c\end{pmatrix},\qquad c=\cos\tfrac{\alpha}{2},\quad s=\sin\tfrac{\alpha}{2}. \tag{2}$$

Matrix multiplication gives $U\sigma_zU^\dagger$ with diagonal elements $\pm(c^2-s^2)=\pm\cos\alpha$ and off-diagonal elements $2sc=\sin\alpha$. Hence $H_{\rm el}=V_0+|W|\,U\sigma_zU^\dagger$. The energies are $E_\pm=V_0\pm|W|$, degenerate where $W=0$, and the lower state is the second column of $U$:

$$\chi=\begin{pmatrix}-\sin(\alpha/2)\\ \cos(\alpha/2)\end{pmatrix}. \tag{3}$$

Since $\chi$ is real and normalized, $0=\nabla\langle\chi|\chi\rangle=2\langle\chi|\nabla\chi\rangle$. This is the reason the first-derivative term is absent from the usual recipe.

Carry $\chi$ continuously round a closed loop that avoids the zeros of $W$. As $W$ is single-valued, $\alpha$ returns to $\alpha+2\pi w$ with an integer winding number $w$, and the half angles in (3) give

$$\chi\to(-1)^w\chi. \tag{4}$$

The field $\nabla\alpha$ is curl-free where $W\neq0$, so the loop can be shrunk to small circles round the enclosed zeros and $w$ is the sum of their separate windings. A conical intersection is a simple zero, near which $(\mathrm{Re}\,W,\mathrm{Im}\,W)$ is an invertible linear map of the displacement. Such a map winds once, with $w=\pm1$ equal to the sign of its determinant. A sum of $N$ terms $\pm1$ has the parity of $N$. If all the enclosed zeros are of this simple kind, $\chi$ therefore changes sign exactly when their number is odd.

The one-surface ansatz is $\Psi=\psi\chi$. The two components of $\Psi$ are amplitudes on single-valued basis states and must themselves be single-valued. By (4), $\psi$ must then change sign with $\chi$. The recipe errs by combining the real, double-valued $\chi$, for which the derivative term vanishes, with a single-valued $\psi$. One cure is to keep $\chi$ and make $\psi$ antiperiodic. The other is to make the electronic state single-valued.

### The single-valued state and the vector potential

In the linear model $w=1$ for a loop round the origin. For any integer $n$ set

$$\tilde\chi=e^{i(n+\frac12)\phi}\chi,\qquad \Psi=\tilde\psi\,\tilde\chi. \tag{5}$$

Under $\phi\to\phi+2\pi$ the phase factor acquires $e^{i\pi(2n+1)}=-1$, which cancels the sign in (4). Now $\tilde\chi$ and $\tilde\psi$ are both ordinary periodic functions, but $\tilde\chi$ is complex. Define

$$\mathbf A=i\langle\tilde\chi|\nabla\tilde\chi\rangle. \tag{6}$$

Normalization gives $\langle\tilde\chi|\nabla\tilde\chi\rangle+\text{c.c.}=0$, so the bracket is imaginary and $\mathbf A$ is real. The product rule, projected on $\tilde\chi$, gives

$$\langle\tilde\chi|\nabla^2(\tilde\chi\tilde\psi)\rangle=\nabla^2\tilde\psi+2\langle\tilde\chi|\nabla\tilde\chi\rangle\cdot\nabla\tilde\psi+\langle\tilde\chi|\nabla^2\tilde\chi\rangle\tilde\psi. \tag{7}$$

From (6), $\langle\tilde\chi|\nabla\tilde\chi\rangle=-i\mathbf A$. Its divergence is $\langle\nabla\tilde\chi|\cdot|\nabla\tilde\chi\rangle+\langle\tilde\chi|\nabla^2\tilde\chi\rangle=-i\nabla\cdot\mathbf A$, which fixes the last bracket of (7). Changing the overall sign,

$$-\langle\tilde\chi|\nabla^2(\tilde\chi\tilde\psi)\rangle=-\nabla^2\tilde\psi+2i\mathbf A\cdot\nabla\tilde\psi+i(\nabla\cdot\mathbf A)\tilde\psi+\langle\nabla\tilde\chi|\cdot|\nabla\tilde\chi\rangle\tilde\psi. \tag{8}$$

Compare the expansion of a minimally coupled momentum, using $-\mathbf p\cdot(\mathbf A\tilde\psi)=i(\nabla\cdot\mathbf A)\tilde\psi+i\mathbf A\cdot\nabla\tilde\psi$ and $-\mathbf A\cdot\mathbf p\tilde\psi=i\mathbf A\cdot\nabla\tilde\psi$:

$$(\mathbf p-\mathbf A)^2\tilde\psi=-\nabla^2\tilde\psi+2i\mathbf A\cdot\nabla\tilde\psi+i(\nabla\cdot\mathbf A)\tilde\psi+A^2\tilde\psi. \tag{9}$$

Equations (8) and (9) differ only in the last term. Dividing by $2M$ and adding $E_-$ gives the nuclear equation

$$\left[\frac{(\mathbf p-\mathbf A)^2}{2M}+D+E_-\right]\tilde\psi=E\tilde\psi,\qquad D=\frac{\langle\nabla\tilde\chi|\cdot|\nabla\tilde\chi\rangle-A^2}{2M}. \tag{10}$$

The field $\mathbf A$ is the Mead-Truhlar vector potential and $D$ is the diagonal Born-Oppenheimer correction.

The state (5) does not depend on $\rho$, so only $\rho^{-1}\partial_\phi$ acts, and $\partial_\phi\tilde\chi=e^{i(n+\frac12)\phi}[\,i(n+\tfrac12)\chi+\partial_\phi\chi\,]$. The vector $\partial_\phi\chi=-\tfrac12(\cos\tfrac\phi2,\sin\tfrac\phi2)^{\rm T}$ is orthogonal to $\chi$ and has squared norm $\tfrac14$. Therefore $\langle\tilde\chi|\partial_\phi\tilde\chi\rangle=i(n+\tfrac12)$ and $\langle\partial_\phi\tilde\chi|\partial_\phi\tilde\chi\rangle=(n+\tfrac12)^2+\tfrac14$, and

$$\mathbf A=-\frac{n+\frac12}{\rho}\,\mathbf e_\phi,\qquad D=\frac{1}{8M\rho^2},\qquad \gamma\equiv\oint\mathbf A\cdot d\mathbf R=-\pi(2n+1). \tag{11}$$

For general $W$ the choice $\tilde\chi=e^{i\alpha/2}\chi$ is single-valued, since $e^{i\pi w}(-1)^w=1$. The same algebra with $\nabla\alpha$ in place of $\nabla\phi$ gives

$$\mathbf A=-\tfrac12\nabla\alpha,\qquad D=\frac{|\nabla\alpha|^2}{8M},\qquad \gamma=-\pi w. \tag{12}$$

### Gauge freedom

Replacing $\tilde\chi$ by $e^{i\theta}\tilde\chi$ in (6) gives $\mathbf A\to\mathbf A-\nabla\theta$. The new state is single-valued only if $\theta$ changes by a multiple of $2\pi$ round the loop, so $\gamma$ is defined modulo $2\pi$ and $e^{i\gamma}=(-1)^w$ is invariant. Although $\mathbf A$ in (11) is locally a gradient, it cannot be discarded. Removing it needs $\theta=-(n+\tfrac12)\phi$, which undoes (5) and restores the antiperiodic condition on the nuclear function.

Nor does $\mathbf A$ break time-reversal symmetry. Complex conjugation sends $\mathbf A\to-\mathbf A$, which for $n=0$ is the potential with $n=-1$, related to the first by the allowed factor $e^{-i\phi}$. Only fluxes $0$ and $\pi$ modulo $2\pi$ equal their own negatives, and these are the two values a real Hamiltonian permits.

For points $\mathbf R_k$ along a loop, $\langle\tilde\chi_k|\tilde\chi_{k+1}\rangle\approx1-i\mathbf A\cdot\delta\mathbf R$ by (6), so

$$\gamma=-\mathrm{Im}\ln\prod_k\langle\tilde\chi_k|\tilde\chi_{k+1}\rangle. \tag{13}$$

Each state appears once as a bra and once as a ket, so arbitrary phases at the points cancel. Equation (13) can be applied directly to eigenvectors from a numerical diagonalization.

### Identification with a half-quantum flux line

A charge $q$ outside an infinitely thin solenoid of flux $\Phi$ on the axis has kinetic energy $(\mathbf p-q\mathbf A_{\rm em})^2/2M$ with $\mathbf A_{\rm em}=\Phi\,\mathbf e_\phi/2\pi\rho$, by Stokes' theorem and cylindrical symmetry. The flux quantum is $\Phi_0=h/|q|=2\pi/|q|$. Setting $q\mathbf A_{\rm em}$ equal to (11) gives

$$q\Phi=-\pi(2n+1),\qquad |\Phi|=\tfrac12\Phi_0\ \ (\text{mod }\Phi_0). \tag{14}$$

For $|q|=e$ this flux is $\pi$ atomic units, $h/2e=2.067834\times10^{-15}$ Wb. No magnetic field is present in the molecule, and $\mathbf A$ lives in the space of nuclear coordinates. The identification covers the kinetic operator only, since $D$ has no counterpart in the solenoid problem.

For motion confined to a closed curve with arc length $\ell$, write $\tilde\psi=e^{i\int_0^\ell A_t\,d\ell'}f$, with $A_t$ the tangential component. Then $(-i\partial_\ell-A_t)\tilde\psi=e^{i\int A_t}(-i\partial_\ell f)$, so $f$ is a free wave, and periodicity of $\tilde\psi$ requires $f$ to gain $e^{-i\gamma}$ in one circuit. The kinetic spectrum depends on $\gamma$ alone and not on where the flux line pierces the loop. On a ring of radius $\rho$, $f=e^{ij\phi}$ with $e^{2\pi ij}=e^{-i\gamma}=-1$ makes $j$ half-integer, with energy $Bj^2$ and $B=1/2M\rho^2$. This was checked on a finite-difference ring in three ways: link phases from overlaps of randomly phased eigenvectors with the intersection off-centre, link phases from quadrature of the potential of a differently placed solenoid with $q\Phi=-\pi$, and an antiperiodic boundary condition. All three give $E/B=0.2500,\ 2.2499,\ 6.2492$, each twice. These are levels of the kinetic operator alone, since link phases carry no $D$. With the intersection off-centre, $D$ varies round the ring, and its $\cos\phi$ component couples $e^{\pm i\phi/2}$ and splits the lowest pair. The small deficit from $j^2$ is the grid error, of relative size $(j\,\delta\phi)^2/12$. With the intersection outside the ring the levels are $0.0000,\ 1.0000,\ 1.0000,\ 3.9997,\ 3.9997,\ 8.9983$, the integer pattern.

### Where the flux sits

The curl of (11) vanishes for $\rho>0$, so the flux is concentrated at the intersection. This can be seen as a limit by adding a term $\Delta\sigma_y$ to the linear model, which makes $H_{\rm el}$ complex and opens a gap. Since $U$ commutes with $\sigma_y$, $U^\dagger(H_{\rm el}-V_0)U=F\rho\,\sigma_z+\Delta\sigma_y$. Its lower eigenvector $\eta$ is independent of $\phi$, has energy $-\epsilon$ with $\epsilon=\sqrt{F^2\rho^2+\Delta^2}$, and has its pseudospin antiparallel to the field, $\langle\sigma_y\rangle=-\Delta/\epsilon$. Take $\tilde\chi=e^{i(n+\frac12)\phi}U(\phi)\eta$, single-valued because $U(2\pi)=-1$. With $\partial_\phi U=-\tfrac i2\sigma_yU$,

$$\rho A_\phi=i\left[i(n+\tfrac12)-\tfrac i2\langle\sigma_y\rangle\right]=-(n+\tfrac12)-\frac{\Delta}{2\epsilon}. \tag{15}$$

At $\rho=0$, $\Delta/\epsilon=\mathrm{sgn}\,\Delta$. Stokes' theorem needs a potential regular there, $\rho A_\phi\to0$, which selects $n+\tfrac12=-\tfrac12\mathrm{sgn}\,\Delta$. The flux through the disc and the field are then

$$\gamma(\rho)=\pi\,\mathrm{sgn}(\Delta)\left(1-\frac{|\Delta|}{\epsilon}\right),\qquad \mathcal B=\frac1\rho\frac{d(\rho A_\phi)}{d\rho}=\frac{\Delta F^2}{2\epsilon^3}. \tag{16}$$

The field peaks at the origin and falls off as $\rho^{-3}$ beyond $\rho\sim|\Delta|/F$. By (16) the fraction of the flux lying outside radius $\rho$ is $|\Delta|/\epsilon$, which tends to zero at any fixed $\rho$ as $\Delta$ does, so the field shrinks to a point of flux $\pm\pi$ as $\Delta\to0^\pm$, the two signs being equivalent. Summing (13) over small cells that tile the disc gives $\gamma/\pi=0.29289,\ 0.90049,\ 0.99000$ and $-0.99000$ for $\Delta/F\rho=1,\ 0.1,\ 0.01$ and $-0.01$, against $0.29289,\ 0.90050,\ 0.99000$ and $-0.99000$ from (16). With the complex term present, the flux through a loop of finite radius is no longer restricted to $0$ or $\pi$, although by (16) the total over the plane is still $\pm\pi$.

The sign change of the real electronic state round an odd number of conical intersections has been recast as a vector potential in the nuclear equation, equivalent in the kinetic operator to a half-quantum flux line. It remains to derive the half-integer angular momentum and its levels, to treat quadratic coupling, and to compare the results with exact diagonalization.

Numerical values quoted here were computed with a short program.
